The Screened Interaction as a Sum over Neutral Excitations

**1. A charge placed among electrons**

Put a small test charge at a point r′ in a molecule. A second test charge at r feels the bare Coulomb repulsion from the first, and also the potential of the electrons that have moved in response. The total is the screened interaction W, which replaces the bare v in the GW self-energy. If the first charge oscillates at frequency ω, the electrons respond strongly when ω matches the energy of an excitation that the charge can drive. So W should be determined by the neutral excitations, and the task is to find how.

Hartree atomic units are used. The test charges have the sign of the electron charge, so v(r,r′) = 1/|r−r′| is a positive potential energy. The interaction is instantaneous and real. The system is enclosed in a finite box, so that its spectrum is discrete; in open space even a single molecule has a continuum above its ionization energy. The ground state |0⟩ is nondegenerate, and the excited states |s⟩ have energies Ω_s = E_s − E_0 > 0. Products such as vχ denote integration over the shared coordinate.

**2. Two responses and one identity**

Let a weak external potential V_ext act at frequency ω. The induced density δn defines the reducible response χ:

δn = χ V_ext.  (1)

The induced density creates the Hartree potential v δn, so the total potential is

V_tot = V_ext + v δn = (1 + vχ) V_ext.  (2)

The irreducible polarizability P gives the same density as a response to the total potential:

δn = P V_tot.  (3)

This definition needs 1 + vχ to be invertible, so that V_tot determines V_ext. At isolated frequencies where the inverse fails, P has a pole. Exchange and correlation are not part of V_tot; their effect on the response is contained in P.

Inserting (3) and (2) into (1) gives χV_ext = P(1 + vχ)V_ext for every V_ext, hence

χ = P + P v χ.  (4)

The screened interaction is defined by the Dyson equation

W = v + v P W, or (1 − vP) W = v.  (5)

To solve it, note that (2) and (3) also give V_ext = V_tot − v δn = (1 − vP)V_tot. The operators 1 − vP and 1 + vχ therefore undo each other, and

W = (1 − vP)⁻¹ v = (1 + vχ) v.

This is the first result:

**W − v = v χ v.**  (6)

Direct substitution confirms it: v + vP(v + vχv) = v + v(P + Pvχ)v = v + vχv, by (4).

Read from right to left, vχv says that the test charge at r′ applies the potential v, the electrons respond with the density χv, and this density produces the potential vχv at r. I write W_c = W − v for this induced part. No inverse of χ was used; none exists, because a constant potential moves no electrons.

**3. The response in terms of excitations**

Switch on the perturbation ∫ n(r)φ(r,t) dr, where n(r) is the density operator. To first order, with n(r,t) = e^{iHt} n(r) e^{−iHt}, the state in the interaction picture is

|ψ(t)⟩ = |0⟩ − i ∫_{−∞}^{t} dt′ ∫ dr′ φ(r′,t′) n(r′,t′) |0⟩.

Taking the expectation value of n(r,t) and keeping the terms linear in φ gives

δn(r,t) = −i ∫_{−∞}^{t} dt′ ∫ dr′ ⟨0|[n(r,t), n(r′,t′)]|0⟩ φ(r′,t′).

The retarded response function is thus

χᴿ(r,r′;t) = −i θ(t) ⟨0|[n(r,t), n(r′,0)]|0⟩.  (7)

Define the transition density ρ_s(r) = ⟨0|n(r)|s⟩. Since n is Hermitian, ⟨s|n(r)|0⟩ = ρ_s*(r). A complete set of states between the two density operators gives

⟨0|n(r,t) n(r′,0)|0⟩ = Σ_s ρ_s(r) ρ_s*(r′) e^{−iΩ_s t},
⟨0|n(r′,0) n(r,t)|0⟩ = Σ_s ρ_s*(r) ρ_s(r′) e^{+iΩ_s t}.

The term s = 0 is the same real product of ground-state densities in both lines, and it cancels in the commutator. From here on the sums run over excited states.

Now transform with ∫₀^∞ dt e^{izt}, where z = ω + iη and η > 0 makes the integral converge. Because ∫₀^∞ e^{iat} dt = i/a for Im a > 0, the first line contributes −i · i/(z − Ω_s) = 1/(z − Ω_s), and the second contributes +i · i/(z + Ω_s) = −1/(z + Ω_s). Therefore

χᴿ(r,r′;ω) = Σ_s [ ρ_s(r)ρ_s*(r′)/(z − Ω_s) − ρ_s*(r)ρ_s(r′)/(z + Ω_s) ].  (8)

**4. The time-ordered function**

GW theory uses the time-ordered response, built from the density fluctuation δn̂ = n − ⟨0|n|0⟩, whose s = 0 matrix element vanishes:

χᵀ(r,r′;t) = −i ⟨0|T δn̂(r,t) δn̂(r′,0)|0⟩.

For t > 0 the first correlation function above appears, and a convergence factor e^{−ηt} gives the first term of (8) unchanged. For t < 0 the second one appears, with the factor e^{ηt}:

−i ∫_{−∞}^{0} dt e^{i(ω + Ω_s)t + ηt} = −1/(ω + Ω_s − iη).

Hence

χᵀ(r,r′;ω) = Σ_s [ ρ_s(r)ρ_s*(r′)/(ω − Ω_s + iη) − ρ_s*(r)ρ_s(r′)/(ω + Ω_s − iη) ].  (9)

Compared with (8), the sign of η differs in the second term. For ω > 0 that term is not resonant, so χᵀ and χᴿ agree as η → 0. For ω < 0, χᵀ agrees in the same way with the advanced response, which is the Hermitian conjugate of χᴿ. Because v is instantaneous, (4) and (5) connect quantities at one frequency at a time. The algebra of part 2 therefore holds for the time-ordered W too, with P the time-ordered solution of (4).

**5. The spectral form of W**

Define the Coulomb potential of the transition density,

V_s(r) = ∫ v(r,r₁) ρ_s(r₁) dr₁.  (10)

Multiply (9) by v on both sides. Since v is real and symmetric, each ρ_s becomes V_s and each ρ_s* becomes V_s*:

W_c(r,r′;ω) = Σ_s [ V_s(r)V_s*(r′)/(ω − Ω_s + iη) − V_s*(r)V_s(r′)/(ω + Ω_s − iη) ].  (11)

This holds with or without a magnetic field. To merge the two terms into one fraction, their numerators must be equal. For r = r′ they always are; for r ≠ r′ a symmetry can ensure it.

Suppose H commutes with the antiunitary time-reversal operator Θ. The density operator commutes with Θ as well. Let Π be the projector on all states of one excitation energy. It commutes with Θ, and summing over that level gives

Σ_{s in level} ρ_s(r)ρ_s*(r′) = ⟨0|n(r) Π n(r′)|0⟩.

An antiunitary operator obeys ⟨Θa|Θb⟩ = ⟨a|b⟩*. Since |0⟩ is nondegenerate, Θ|0⟩ equals |0⟩ up to a phase, which drops out of the expectation value. The right-hand side therefore equals its own complex conjugate. The sum over each level is real, and so is the corresponding sum of V_s(r)V_s*(r′).

With Z_s = Ω_s − iη, the denominators in (11) are ω − Z_s and ω + Z_s, and

1/(ω − Z_s) − 1/(ω + Z_s) = [(ω + Z_s) − (ω − Z_s)]/(ω² − Z_s²) = 2Z_s/(ω² − Z_s²).

Letting η → 0 in the numerator gives the second result, valid under time-reversal symmetry:

**W_c(r,r′;ω) = Σ_s 2Ω_s V_s(r)V_s*(r′) / [ω² − (Ω_s − iη)²].**  (12)

For the retarded function the denominator is (ω + iη)² − Ω_s² instead. Away from the poles η can be dropped in both.

**6. What the formula says**

Let g(r) be a real charge distribution and g_s = ∫ g V_s dr. At zero frequency (12) gives

∫∫ g W_c g = −Σ_s 2|g_s|²/Ω_s ≤ 0.

Static screening never raises the self-repulsion of a real charge distribution, and it lowers it unless every g_s vanishes, as happens for a charge whose potential is constant over the electrons. At imaginary frequency ω = iu the factor is −2Ω_s/(u² + Ω_s²): the sign stays negative and the size falls as u grows, because the denominator u² + Ω_s² grows. On the real axis below the lowest Ω_s, the size of each term grows with ω. Above an Ω_s, that state's contribution to the self-repulsion becomes positive. The off-diagonal values W_c(r,r′) may have either sign.

**7. When time reversal is broken**

Write M_s = V_s(r)V_s*(r′). If M_s is complex, subtracting the single fraction from the true two-term expression leaves

(M_s − M_s*)/(ω + Ω_s) = 2i Im M_s/(ω + Ω_s).  (13)

A small model shows the size of this term. Two electrons of opposite spin move on a ring of three sites with hopping amplitude −J, site energies 0, 0.5 and 1 J, on-site repulsion 2 J, and repulsions v₁₂ = 1, v₁₃ = 0.8 and v₂₃ = 0.6 J. A magnetic flux enters as a total hopping phase φ around the ring, through the terms −J e^{iφ/3} c_i†c_{i+1} plus their Hermitian conjugates, with site 1 following site 3. Reversing the sign of φ exchanges W_c(1,2) and W_c(2,1). The retarded W_c between sites 1 and 2 is evaluated at ω = 0.5 J with η = 0.2 J. It is obtained directly from its meaning: a weak kick by a test charge on site 2, propagation in time, and a Fourier transform of the induced potential on site 1.

- Without flux, the kick gives 0.0753 + 0.0019i J, and both spectral forms agree with it.
- With a flux of 1 rad, the kick and the two-term sum give 0.0905 − 0.0163i J, while the single fraction gives 0.0859 − 0.0585i J.

The difference in the second case is 0.0047 + 0.0422i J, comparable in size to half of W_c itself. It is the sum of (13) over the states with ω replaced by ω + iη; the finite η supplies the small real part. At this flux of 1 rad, exchanging the two sites also changes the result, to 0.0735 + 0.0214i J, so the symmetry W_c(r,r′) = W_c(r′,r) does not hold here.

**8. The random-phase approximation**

Equations (11) and (12) hold for the exact response. In the random-phase approximation (RPA), P is taken to be the response of independent particles. The same form results, with approximate Ω_s and V_s.

Take a closed shell with real orbitals, occupied i and empty a. Let I denote the pair (i,a), with product f_I(r) = φ_i(r)φ_a(r) and gap D_I = ε_a − ε_i > 0. For independent particles, the steps leading to (8) give transition densities f_I and energies D_I for each spin. With a factor 2 for spin,

P(r,r′;ω) = Σ_I p_I f_I(r)f_I(r′), p_I = 2 · 2D_I/(ω² − D_I²) = 4D_I/(ω² − D_I²).

Try χ = Σ_{IJ} f_I(r) X_{IJ} f_J(r′) in (4). The product Pvχ contains the integrals K_{IJ} = ∫∫ f_I v f_J, so (4) is satisfied if X = p + pKX, that is, (p⁻¹ − K)X = 1. With D the diagonal matrix of gaps,

p⁻¹ − K = ¼ D^{−1/2} [ω² − D² − 4D^{1/2}KD^{1/2}] D^{−1/2}.

Now solve the symmetric eigenvalue problem

(D² + 4D^{1/2}KD^{1/2}) Z_s = Ω_s² Z_s,  (14)

where Z_s is here a normalized real vector. Since D > 0 and K is a Coulomb energy matrix without negative eigenvalues, Ω_s² > 0. Inverting the bracket in this eigenbasis gives

X = Σ_s 4 (D^{1/2}Z_s)(D^{1/2}Z_s)ᵀ/(ω² − Ω_s²).

Matching this to 2Ω_s ρ_s(r)ρ_s(r′)/(ω² − Ω_s²) fixes

ρ_s(r) = √(2/Ω_s) Σ_I (D^{1/2}Z_s)_I f_I(r),  (15)

because 2Ω_s · 2/Ω_s = 4. With V_s from (10), equation (12) follows.

The bare gaps D_I are poles of P, but X stays finite at ω = D_I unless D_I coincides with some Ω_s. The Dyson equation thus removes the poles of P from W and puts poles in their place at those Ω_s whose potential V_s does not vanish.

**9. Screening in a water molecule**

Take water with O at the origin and H at (±0.76, 0, 0.59) Å, and use Hartree–Fock orbitals in the cc-pVDZ basis. There are 5 occupied and 19 empty orbitals, hence 5 × 19 = 95 excitations in (14). Consider the self-repulsion of the density |φ_H|² of the highest occupied orbital. Its bare value is 0.7605 Ha. At ω = 0 each excitation contributes −2V_s²/Ω_s, where V_s now stands for the average ∫ φ_H² V_s dr. The four largest contributions are:

- Ω = 2.3642 Ha, |V| = 0.2376 Ha: −2(0.2376)²/2.3642 = −0.0478 Ha
- Ω = 3.3937 Ha, |V| = 0.1741 Ha: −0.0179 Ha
- Ω = 2.1695 Ha, |V| = 0.1379 Ha: −0.0175 Ha
- Ω = 1.0099 Ha, |V| = 0.0915 Ha: −0.0166 Ha

The remaining 91, of which 62 vanish by symmetry, add −0.0639 Ha, and the total is −0.1636 Ha up to rounding of the terms. Therefore

W(0) = 0.7605 − 0.1636 = 0.5969 Ha,

or 16.24 eV against a bare 20.69 eV, a reduction of about 22 percent. Solving the Dyson equation (5) directly, without the excitations, gives the same value. Because φ_H² is totally symmetric under the point group of the molecule, only the 33 totally symmetric excitations have a nonzero V_s; the lowest excitation is not among them and contributes nothing here. Among those that do contribute, a large V_s² can outweigh a large Ω_s: the term at 2.3642 Ha is nearly three times the one at 1.0099 Ha.

The frequency dependence follows part 6. W_c is −0.1679 Ha at ω = 0.3 Ha, which lies below the lowest excitation at 0.696 Ha, and −0.1335 Ha at ω = 1.0i Ha.

The poles can be tested separately. A contour integral of the Dyson solution around Ω = 2.3642 Ha gives the residue 0.05646 Ha². This is V_s², as (12) requires, since 2Ω_s/(ω² − Ω_s²) tends to 1/(ω − Ω_s) near the pole. Around an isolated bare gap at 5.477 Ha, the first-order term vPv has the residue 0.0049 Ha² in the matrix element of that orbital pair, while the residue of W vanishes to numerical precision.

These numbers illustrate the formula at one level of theory and are not predictions for water. The basis is small, and this P omits the attraction between the excited electron and the hole it leaves. Moreover, all 95 excitation energies lie above 0.493 Ha, the Hartree–Fock energy needed to remove an electron from the highest orbital while all orbitals are held fixed. They are discrete stand-ins for a continuum, so the individual terms depend on the basis and should not be read as separate spectral lines. The numerical check compares the two sides of (12) for all orbital-pair matrix elements, at real, imaginary and complex frequencies.

Numbers as computed

```
PART A: exact ring, 3 sites, 2 electrons, energies in J
site energies (J): [0.  0.5 1. ]  frequency, damping (J): 0.5 0.2
v11 v22 v33 v12 v13 v23 (J): 2.0 2.0 2.0 1.0 0.8 0.6
flux 0.0 rad: bright excitations (J): [3.1681 3.5291 5.7831 6.2867 7.098 ]
  retarded W-v, sites 1,2, from kick (J): 0.07525 +0.00193i
  same, two-term sum (J):                0.07525 +0.00193i
  same, single fraction (J):             0.07525 +0.00193i
  retarded W-v, sites 2,1, from kick (J): 0.07525 +0.00193i
  time-ordered W-v, sites 1,2 (J):       0.07525 +0.00572i
  largest error of single fraction (J): 2.8e-09
flux 1.0 rad: bright excitations (J): [2.6309 3.607  4.8448 6.2474 7.2564]
  retarded W-v, sites 1,2, from kick (J): 0.09053 -0.01631i
  same, two-term sum (J):                0.09053 -0.01631i
  same, single fraction (J):             0.08587 -0.05847i
  retarded W-v, sites 2,1, from kick (J): 0.07348 +0.02140i
  time-ordered W-v, sites 1,2 (J):       0.08587 -0.01198i
  largest error of single fraction (J): 4.2e-02
PART B: water, RPA on HF/cc-pVDZ orbitals
O position (angstrom): 0.0 0.0 0.0
H position (angstrom): 0.76 0.0 0.59
H position (angstrom): -0.76 0.0 0.59
orbitals: 24, occupied: 5, singlet excitations: 95
HF total energy (Ha): -76.026525
HOMO energy (Ha): -0.49286
lowest bare gap (Ha): 0.67757, lowest Omega (Ha): 0.69633
HOMO bare repulsion v: 0.76049 Ha = 20.694 eV
HOMO static W (Dyson): 0.59686 Ha = 16.241 eV
HOMO static W-v, excitation sum (Ha): -0.16364
largest terms: Omega (Ha), |V| (Ha), -2V^2/Omega (Ha)
  2.36420  0.23760  -0.04776
  3.39371  0.17409  -0.01786
  2.16950  0.13788  -0.01752
  1.00993  0.09154  -0.01659
sum of all other terms (Ha): -0.06390
W-v at w = 0.3 Ha: Dyson -0.16791, sum -0.16791 Ha
W-v at w = 1.0i Ha: Dyson -0.13346, sum -0.13346 Ha
largest Dyson-sum difference, all elements (Ha): 1.8e-14
largest error of W-v = v chi v (Ha): 8.9e-16
residue at strongest Omega (Ha^2): contour 0.056456, V^2 0.056456
|V| of that state by real-space quadrature (Ha): 0.23760
isolated bare gap (Ha): 5.47720
  residue there (Ha^2): vPv 0.004931, W 1.7e-17
```
